# Hidden couplings in Hartwigsen-Goedecker-Hutter pseudopotentials and their effect on silicon levels

**Q.** I am putting the Hartwigsen-Goedecker-Hutter (HGH) pseudopotential of silicon into a plane-wave code. For the s channel the table gives \(h_{11}=5.907\) and \(h_{22}=3.258\) hartree, and nothing else. So \(h\) is diagonal, and I need two separate projector terms. Is there anything to add?

**A.** Let us first check what "diagonal" would mean here. Suppress the angular functions, which are the same in every term of a channel. The nonlocal operator for angular momentum \(l\) is

\[
V_l=\sum_{ij}|p_i\rangle h_{ij}\langle p_j| ,\qquad
p_i(r)=\frac{\sqrt2\,r^{\,l+2i-2}e^{-r^2/2s^2}}{s^{\,l+2i-1/2}\sqrt{\Gamma(l+2i-\tfrac12)}} ,
\]

where \(s\) is the projector radius of the channel. What is the overlap of two of these functions?

**Q.** They are normalised. I had taken them to be orthogonal as well.

**A.** Work it out. The product \(r^2p_ip_k\) contains \(r^{2l+2i+2k-2}e^{-r^2/s^2}\). Use

\[
\int_0^\infty r^{2a-1}e^{-r^2/s^2}dr=\tfrac12 s^{2a}\Gamma(a),\qquad a=l+i+k-\tfrac12 .
\]

The factor \(\tfrac12\) cancels the two factors \(\sqrt2\), and \(s^{2a}\) cancels the powers of \(s\) in the denominators. Therefore

\[
S_{ik}=\langle p_i|p_k\rangle=\frac{\Gamma(l+i+k-\frac12)}{\sqrt{\Gamma(l+2i-\frac12)\,\Gamma(l+2k-\frac12)}} .
\]

For \(i=k\) this is 1. For \(l=0\), \(i=1\), \(k=2\), insert \(\Gamma(\frac52)=\frac32\Gamma(\frac32)\) and \(\Gamma(\frac72)=\frac{15}{4}\Gamma(\frac32)\):

\[
S_{12}=\frac{3/2}{\sqrt{15/4}}=\sqrt{\tfrac35}=0.775 .
\]

The two functions are far from orthogonal. A list of diagonal coefficients therefore does not by itself tell you which operator is meant.

**Q.** Then what did the constructors of the set mean?

**A.** They tied each coupling to a diagonal element through orthogonalised partners. Define

\[
q_k=p_k+\sum_{i<k}c_{ik}\,p_i ,\qquad \langle p_i|q_k\rangle=0\ \text{ for } i<k .
\]

The HGH convention can then be written as

\[
V_l=\tfrac12\sum_k h_{kk}\bigl(|p_k\rangle\langle q_k|+|q_k\rangle\langle p_k|\bigr).
\]

Insert \(q_k\). The part with \(p_k\) on both sides occurs twice, so the factor \(\tfrac12\) leaves \(h_{kk}|p_k\rangle\langle p_k|\). The rest is \(\tfrac12c_{ik}h_{kk}(|p_i\rangle\langle p_k|+|p_k\rangle\langle p_i|)\). Comparison with the first form of \(V_l\) gives

\[
h_{ik}=\tfrac12\,c_{ik}\,h_{kk}\qquad(i<k).
\]

For two projectors, \(\langle p_1|q_2\rangle=S_{12}+c_{12}=0\), so \(c_{12}=-S_{12}\). In the s channel,

\[
h_{12}=-\tfrac12\sqrt{\tfrac35}\;h_{22}=-0.3873\times3.2582=-1.2619\ \text{hartree}.
\]

**Q.** Some elements have three projectors. Do I need a new calculation for each channel?

**A.** One calculation covers all \(l\). Put \(x=r^2/s^2\) and \(A=l+\tfrac32\). Apart from a factor common to the whole channel, \(p_i\) is \(x^{i-1}/\sqrt{\Gamma(A+2i-2)}\). Since \(r^{2l+2}dr\) is proportional to \(x^{l+1/2}dx\), overlaps are integrals over \(x\) with weight \(x^{A-1}e^{-x}\), and the moment of \(x^n\) is \(\Gamma(A+n)\).

The first-degree polynomial orthogonal to 1 is \(x-A\). For the second degree, try \(x^2+ux+w\). Orthogonality to 1 and to \(x\), after division by \(\Gamma(A)\) and \(\Gamma(A+1)\), requires

\[
A(A+1)+uA+w=0,\qquad (A+1)(A+2)+u(A+1)+w=0 .
\]

Subtracting the first equation from the second leaves \(2(A+1)+u=0\). So \(u=-2(A+1)\), and then \(w=A(A+1)\). These are monic associated Laguerre polynomials. Going back to normalised projectors multiplies the coefficient of \(x^{i-1}\) by \(\sqrt{\Gamma(A+2i-2)/\Gamma(A+2k-2)}\):

\[
c_{12}=-\sqrt{\frac{A}{A+1}},\quad
c_{13}=\sqrt{\frac{A(A+1)}{(A+2)(A+3)}},\quad
c_{23}=-\frac{2(A+1)}{\sqrt{(A+2)(A+3)}} .
\]

With \(A=\frac32\) this gives \(h_{13}=\frac12\sqrt{5/21}\,h_{33}\) and \(h_{23}=-\frac12\sqrt{100/63}\,h_{33}\). For p and d channels, set \(A=\frac52\) and \(A=\frac72\).

**Q.** So orthogonality forces these couplings, and I can apply the rule to every table of this Gaussian form.

**A.** No. Orthogonality fixes \(c_{ik}\). It does not fix how \(c_{ik}\) enters the operator. Any real symmetric \(h\) gives a Hermitian, separable potential. Another possible choice is

\[
V_l=\sum_k d_k|q_k\rangle\langle q_k| .
\]

For two projectors its cross term is \(c_{12}d_2\), and \(d_2=h_{22}\), so the coupling is twice the HGH value. Both choices are in use. I compared full matrices distributed with the PySCF package. The LDA matrices of Al, Si, P and S obey the half rule to within \(5\times10^{-9}\) hartree. For silicon the ratio \(h_{12}/h_{22}\) is \(-0.387\) in the LDA table and \(-0.775\) in the PBE table.

**Q.** Then the functional tells me which rule applies?

**A.** That fails for gallium. The table with 13 valence electrons (3d included) carries an LDA label but follows the second rule, while the LDA table with 3 valence electrons follows the half rule. The numbers here are for the 13-electron table. Its s channel lists \(h_{33}=3.78548\), \(h_{22}=12.15159\) and \(h_{12}=-7.08542\) hartree. Under the second rule \(d_3=h_{33}\), and the coefficient of \(|p_2\rangle\langle p_2|\) is \(d_2+c_{23}^2d_3\), so

\[
d_2=12.15159-\tfrac{100}{63}\times3.78548=6.1429 .
\]

The coupling of the first two projectors then has two sources:

\[
h_{12}=c_{12}d_2+c_{13}c_{23}d_3=-4.75826-2.32716=-7.08542 ,
\]

as listed. The half rule would have given \(-0.3873\times12.1516=-4.706\). If a table lists couplings, use them as they stand. The half rule is for HGH tables that print diagonals alone.

**Q.** Fine, but the coupling looks like a correction to two larger numbers. How much can it matter?

**A.** Look at the piece you would drop, \(\Delta V=h_{12}(|p_1\rangle\langle p_2|+|p_2\rangle\langle p_1|)\). Let it act on \(p_1\pm p_2\):

\[
\Delta V(p_1\pm p_2)=h_{12}\bigl[(S_{12}\pm1)p_1+(1\pm S_{12})p_2\bigr]
=h_{12}(S_{12}\pm1)(p_1\pm p_2).
\]

The nonzero eigenvalues are \(-1.2619\times1.7746=-2.24\) hartree and \(-1.2619\times(-0.2254)=+0.28\) hartree. The coupling is strongly attractive for a function that overlaps both projectors with the same sign. It vanishes in a channel with one projector, such as the p channel of this silicon table.

**Q.** A large operator could still have a small effect on a valence state. Is there a check that does not presuppose the rule?

**A.** Yes: ask whether the pseudo-atom reproduces the valence levels of the all-electron atom. I took a spherical, spin-unpolarised silicon atom, 3s² 3p², in the local density approximation (LDA), and solved each case self-consistently. The all-electron reference is nonrelativistic.

| Case | 3s (eV) | 3p (eV) |
|---|---:|---:|
| all-electron | −10.83 | −4.17 |
| HGH coupling | −10.88 | −4.16 |
| no coupling | −10.22 | −4.36 |
| doubled coupling | −20.30 | −3.01 |

With the HGH coupling, both levels lie within 0.05 eV of the reference. Without it, 3s rises by 0.66 eV. Doubling it, which means using the other rule with these diagonals, puts 3s more than 9 eV too low. For this atom, the wrong factor does more harm than leaving the coupling out.

The 3p level also moves, although the p channel is untouched. In this comparison it can do so only through the changed self-consistent density.

**Q.** Could the remaining 0.04 eV in 3s be relativity?

**A.** Yes, it is of the right size. A first-order estimate of the direct relativistic shift of 3s is \(-0.09\) eV. It includes the mass-velocity term and the nuclear Darwin term, but not the response of the other electrons. That response matters: when the all-electron atom is solved self-consistently with a scalar-relativistic Hamiltonian, 3s moves by only \(-0.04\) eV, and 3p by \(+0.01\) eV. Both shifts agree with the remaining differences to within about 0.01 eV.

**Q.** Now the solid. Where does the coupling enter my plane-wave matrix?

**A.** Let \(K\) and \(K'\) be the lengths of \(\mathbf K=\mathbf k+\mathbf G\) and \(\mathbf K'=\mathbf k+\mathbf G'\), \(\Omega\) the cell volume and \(\boldsymbol\tau\) the atomic positions. With \(P_i(q)=\int_0^\infty r^2j_0(qr)p_i(r)\,dr\), each plane-wave overlap with an s projector carries \(4\pi Y_{00}/\sqrt\Omega\). Since \(Y_{00}^2=1/4\pi\), the s part is

\[
\langle\mathbf K|V_0|\mathbf K'\rangle=\frac{4\pi}{\Omega}\sum_{\boldsymbol\tau}e^{-i(\mathbf K-\mathbf K')\cdot\boldsymbol\tau}\sum_{ij}P_i(K)h_{ij}P_j(K').
\]

The coupling supplies \(h_{12}[P_1(K)P_2(K')+P_2(K)P_1(K')]\) in the inner sum.

For \(P_1\), use the Gaussian transform

\[
\int_0^\infty r^2j_0(qr)e^{-r^2/2s^2}dr=\sqrt{\tfrac{\pi}{2}}\,s^3e^{-y/2},\qquad y=q^2s^2 .
\]

The extra \(r^2\) in \(p_2\) is produced by \(-\left(\frac{d^2}{dq^2}+\frac2q\frac{d}{dq}\right)\), because this operator multiplies \(j_0(qr)\) by \(r^2\). Acting on \(e^{-y/2}\), it gives \(s^2(3-y)e^{-y/2}\). With the normalisations,

\[
P_1=\sqrt{\frac{\pi s^3}{\Gamma(3/2)}}\,e^{-y/2},\qquad
P_2=\sqrt{\frac{\pi s^3}{\Gamma(7/2)}}\,(3-y)e^{-y/2}.
\]

At large \(q\), \(P_2\) falls off more slowly than \(P_1\): the ratio \(|P_2/P_1|\) is proportional to \(|3-y|\). That is a reason to check the cutoff with care.

**Q.** Will all the bands shift together, so that I can absorb the error in the energy zero?

**A.** No, and symmetry shows why. At fixed potential, the first-order energy due to the coupling is

\[
\Delta\varepsilon=2h_{12}\sum_{\text{atoms}}\mathrm{Re}\,\langle\psi|p_1\rangle\langle p_2|\psi\rangle .
\]

At \(\Gamma\) in diamond silicon, the valence top is a triplet. The rotations and reflections about an atom mix its three members like \(x,y,z\), while an s projector is unchanged by them. Every overlap of the triplet with an s projector therefore vanishes. Such a state remains an eigenstate with the same energy when \(h_{12}\) is removed, at any strength of the coupling. The s-like singlets have no such protection.

I calculated the crystal in LDA with a lattice parameter of 0.543 nm, a cutoff of 544 eV and two special k points. Removing \(h_{12}\) in the potential of the correct calculation left the valence top unmoved to the printed precision. The valence bottom rose by 0.70 eV, and the s-like conduction singlet at \(\Gamma\) by 2.13 eV. With a band cutoff of 1088 eV these rises become 0.69 and 2.06 eV.

**Q.** Does the first-order formula give that 0.70 eV?

**A.** It gives a coupling energy of \(-1.83\) eV, hence a predicted rise of 1.83 eV on removal. This is an upper bound. Let \(\psi\) be the valence-bottom state with the coupling present, with energy \(\varepsilon\). Its expectation value in the Hamiltonian without the coupling is \(\varepsilon+1.83\) eV. The valence bottom is the lowest state at \(\Gamma\), so by the variational principle the new lowest energy cannot exceed that value. The state readjusts, and the actual rise is much smaller. First-order perturbation theory is a poor estimate for an omission of this size.

**Q.** And if the density is allowed to respond?

**A.** Then all levels can change. Measured from the valence top of each calculation, they are as follows (the shifts were taken before rounding):

| Level | With \(h_{12}\) (eV) | Without (eV) | Shift (eV) |
|---|---:|---:|---:|
| valence bottom | −11.97 | −11.24 | +0.73 |
| \(\Gamma\), p-like | 2.54 | 2.60 | +0.05 |
| \(\Gamma\), s-like | 3.14 | 5.22 | +2.09 |
| X | 0.61 | 1.00 | +0.38 |
| L | 1.41 | 2.47 | +1.06 |
| indirect gap | 0.48 | 0.86 | +0.39 |

The last four level rows, from \(\Gamma\) s-like to the gap, show that no rigid shift can repair the bands. The gap uses the lowest conduction energy among \(\Gamma\), X, L and three points at 0.80, 0.85 and 0.90 of the way from \(\Gamma\) to X.

**Q.** Are these shifts converged?

**A.** For the valence bottom I followed the shift with cutoff. It is 0.95 eV at 245 eV, 0.75 eV at 435 eV and 0.73 eV at 544 eV. At 626 eV, with the 544 eV potentials kept, it is 0.72 eV. I would quote 0.7 eV. A low cutoff would have exaggerated the effect by about 30 per cent relative to the 544 eV value. At 245 eV, replacing the two k points by a single one changed the shift by less than the last printed digit, 0.001 eV. That supports the k-point set for this shift, not for every quantity.

The other rows of the table are less settled than their two decimals suggest. The most sensitive is the s-like level at \(\Gamma\) without the coupling: at 816 eV, with the potentials kept, it falls from 5.22 to 5.16 eV, and its shift from 2.09 to 2.02 eV. The shift of the gap changes by only about 0.01 eV. At 245 eV, using ten special k points instead of two raises the indirect gaps, with and without the coupling, by 0.01 to 0.02 eV. None of these changes affects the conclusion.

**Q.** My gap without the coupling is 0.86 eV, and the measured one is about 1.1 eV. Should I not prefer the diagonal version?

**A.** No. The lattice parameter is close to that of real silicon, but LDA with a correct pseudopotential gives a gap near 0.5 eV here, roughly 0.6 eV below the measured value. A gap that is too small is usual when LDA levels are read as excitation energies. Dropping \(h_{12}\) covers part of it with an unrelated error, and the same change spoils the atomic 3s level by 0.6 eV relative to the all-electron LDA reference.

The calculation also holds the nuclei still and omits spin-orbit coupling. For scale, the estimated spin-orbit splitting of the atomic 3p level is 0.03 eV. That is far below the 0.39 eV shift of the gap, though comparable with the small shift of the p-like level at \(\Gamma\). Lattice vibrations also change the gap of a real device with temperature; I have not calculated that change.

**Q.** So for my silicon input, I fill both off-diagonal places with \(-1.2619\) hartree and keep the listed diagonals?

**A.** Yes, for this HGH LDA table. Before applying the same formula to another element, look at whether its file already contains the off-diagonal entries. If it does, read the upper triangle, mirror it, and add nothing. The numerical output below gives the values to more digits.

## Table of computed values

```
Ratios from orthogonalisation: h12/h22, h13/h33, h23/h33
  l=0: -0.387298 0.243975 -0.629941
  overlap <p1|p2> for l=0: 0.774597
  l=1: -0.422577 0.297294 -0.703526
  l=2: -0.440959 0.331873 -0.752618
Distributed LDA tables, departure from half rule (Ha):
  Al: 4.6e-10
  Si: 1.3e-10
  P: 2.1e-11
  S: 4.5e-09
  Ga l=0: half rule 2.4e+00, full rule 3.6e-09
    listed h, upper part: 12.45704 -7.08542 1.84713 12.15159 -4.76926 3.78548
  Ga l=1: half rule 1.6e-01, full rule 6.3e-09
    listed h, upper part: 1.57899 0.32869 -0.38891
Si LDA: r_loc=0.440000 bohr, C1=-7.336103 Ha
Si LDA: r_s=0.422738 bohr, r_p=0.484278 bohr
Si LDA s: h11=5.906928, h22=3.258196 Ha
Si LDA s: h12=-1.261894 Ha; p: h11=2.727013 Ha
Si h12/h22: LDA table -0.387298, PBE table -0.774597
Atom all-electron: 3s -10.833, 3p -4.172 eV
Atom h12 correct: 3s -10.877, 3p -4.163 eV
Atom h12 none: 3s -10.216, 3p -4.356 eV
Atom h12 double: 3s -20.301, 3p -3.007 eV
Largest atom error, correct h12: 0.043 eV
Atom 3s shift on omission: 0.660 eV
Neglected in reference: direct relativistic 3s shift -0.089 eV
Neglected: atomic 3p spin-orbit splitting 0.033 eV
Bulk Si: a=0.543 nm, cutoff 544.2 eV, 1139 waves at Gamma
Bulk levels from valence top (eV): correct, omitted, shift
  valence bottom: -11.973, -11.244, +0.728
  Gamma p-like: 2.541, 2.595, +0.054
  Gamma s-like: 3.135, 5.220, +2.085
  X: 0.612, 0.995, +0.383
  L: 1.412, 2.469, +1.057
  indirect gap: 0.476, 0.862, +0.386
Fixed potential, omission: valence bottom +0.702 eV
Fixed potential, omission: valence top 0.0e+00 eV
Fixed potential, omission: Gamma s-like +2.128 eV
Valence bottom, first-order h12 energy: -1.829 eV
Same from finite difference: -1.829 eV
Valence-bottom shift on omission at other cutoffs:
  244.9 eV: +0.951 eV
  435.4 eV: +0.754 eV
  625.9 eV, potentials kept: +0.721 eV
  244.9 eV, one k point: +0.951 eV
```
